Counting independent training labels from one trimethylaluminium geometry

**Problem**

A machine-learned force field for the precursor trimethylaluminium, Al(CH₃)₃, is trained on electronic-structure calculations. Each calculation takes one geometry and returns the energy E and the force on every atom.

(a) How many force components are returned, and which linear relations must they obey for an isolated molecule?

(b) Show that at a generic geometry 33 force components are independent, and that the energy is one further independent label.

(c) Choose six components that can be deleted and recovered from the other 33. Apply the choice to a computed set of forces.

The algebra uses atomic units; numbers are in eV and Å. The electronic state is taken to be non-degenerate, so that E is a smooth function of the atomic positions r₁, …, r_N near the geometry considered. The force is

F_i = −∂E/∂r_i.

The energy is unchanged by translation, rotation or reflection of the whole molecule, and by exchange of like atoms. A geometry is called generic if its atoms do not all lie in one plane and no rotation, reflection or combination of the two, together with an exchange of like atoms, maps it onto itself.

"Independent" means linearly independent when all smooth energies with these invariances are allowed. It does not mean statistically independent or equally informative for every model.

**Hints**

1. Move the whole molecule by a small rigid displacement. The energy does not change, but the work can be written in terms of the forces.

2. Six relations reduce the count by six if none of them follows from the others. Ask which rigid displacements leave every atom in place.

3. An upper limit is not yet a count. To exclude a seventh relation, show that every force set obeying the six relations belongs to some allowed energy function. Squared interatomic distances are convenient building blocks.

4. For part (c), take torques about the aluminium atom. Its own force then drops out of the torque equations.

**Solution**

*(a) The relations*

The molecule has one aluminium atom and three methyl groups of four atoms each:

N = 1 + 3 × 4 = 13, 3N = 39.

Displace every atom by the same small vector a. To first order,

0 = δE = Σ_i (∂E/∂r_i)·a = −a·Σ_i F_i.

Since a is arbitrary,

Σ_i F_i = 0.

Next rotate the molecule by a small angle |b| about the direction of b, so that δr_i = b × r_i. Then

0 = δE = −Σ_i F_i·(b × r_i) = −b·Σ_i r_i × F_i.

The last step uses the cyclic property of the triple product. Since b is arbitrary,

Σ_i r_i × F_i = 0.

These are six scalar equations. The origin of the torque does not matter, because moving it to c changes the torque by −c × Σ_i F_i, which is zero.

*(b) Why the count is 33*

Collect the forces into one vector F with 39 components. Each relation says that F is orthogonal to a rigid displacement u, whose part on atom i is

u_i = a + b × r_i.

The six relations are independent if u = 0 forces a = b = 0. Suppose u_i = 0 for every atom. Subtracting the equations for atoms i and j gives

b × (r_i − r_j) = 0.

A nonzero b would therefore be parallel to every interatomic vector, which is possible only for a collinear molecule. Otherwise b = 0, and then a = 0. The rigid displacements thus form a six-dimensional space U, and the allowed forces lie in its orthogonal complement, of dimension

39 − 6 = 33.

For a collinear arrangement, rotation about the line moves no atom, so only five of these six relations are independent. The count is then not 39 − 5, however, because symmetry about the line also makes every force component perpendicular to it vanish.

It remains to show that all 33 dimensions can be reached. Define the squared distances

S_ij = |r_i − r_j|².

The gradient of S_ij is 2(r_i − r_j) on atom i, −2(r_i − r_j) on atom j, and zero on all other atoms. A displacement v is orthogonal to all these gradients when

(r_i − r_j)·(v_i − v_j) = 0 for every pair.

Such a v must be rigid, as follows. Choose four atoms that are not coplanar and label them 0, 1, 2, 3. Put atom 0 at the origin and subtract a translation from v so that v₀ = 0. Pairs containing atom 0 give r_i·v_i = 0. Expanding the condition for any other pair then leaves

r_i·v_j + r_j·v_i = 0.

The vectors r₁, r₂, r₃ are linearly independent, so there is one matrix A with v_i = A r_i for i = 1, 2, 3. The conditions on these atoms become

r_i·A r_j + r_j·A r_i = 0, including i = j.

Hence A is antisymmetric, and A r = b × r for some vector b. For any further atom k, and i = 1, 2, 3,

r_i·v_k = −r_k·v_i = −r_k·A r_i = r_i·A r_k.

The three r_i span space, so v_k = A r_k as well. The displacement is a translation plus a rotation.

The displacements orthogonal to all distance gradients are therefore exactly those in U. It follows that the distance gradients span the whole orthogonal complement of U. Any force set F⁰ obeying the six relations can be written as

F⁰ = −Σ_(i<j) c_ij ∇S_ij

with suitable numbers c_ij. It is the force, at the chosen geometry, of the function

L(S) = Σ_(i<j) c_ij (S_ij − S⁰_ij),

where S⁰ denotes the distances at that geometry. This function is unchanged by translation, rotation and reflection, but not yet by exchange of like atoms.

To restore exchange symmetry, multiply L by a smooth cutoff χ(S) that equals 1 close to S⁰ and vanishes outside a small neighbourhood. Then sum over all exchanges g of like atoms:

E(S) = e₀ + Σ_g χ(gS) L(gS).

If gS⁰ were equal to S⁰ for some exchange other than the identity, the relabelled molecule would have the same distances as the original. A rotation, a reflection or a combination of the two would then carry one onto the other, which a generic geometry excludes. There are finitely many exchanges, so the neighbourhood can be made small enough to contain none of the other points gS⁰. Near the chosen geometry only the identity term survives. Since L(S⁰) = 0, the energy there is e₀ and the force is F⁰.

Both e₀ and F⁰ were free, apart from the six relations. One geometry therefore supplies

33 independent force components + 1 energy = 34 labels.

The energy cannot be deduced from the forces at the same geometry, because changing e₀ leaves every force as it was.

The count can also be examined numerically. The starting structure has Al–C = 1.96 Å, C–H = 1.10 Å and Al–C–H angles of 111°. Each coordinate then receives a random displacement with standard deviation 0.05 Å. At this geometry, 200 trial energies were built from random sine functions of the distances, with one function for each pair of elements. Their forces followed by differentiating the energies, without imposing the six relations.

The 200 force vectors have rank 33, and the rank becomes 34 when the energies are included. The 33rd singular value is 1.7 × 10⁻³ of the largest, while the 34th is 1.0 × 10⁻¹⁶ of it, which is zero to rounding.

The rank has a direct meaning for a force field that is linear in its coefficients. If the 200 trial energies are its basis functions, one geometry fixes 34 combinations of the 200 coefficients and leaves 166 free. Further geometries are needed for those, although the energy and all 39 forces have been used.

*(c) Deleting and recovering six components*

Number the atoms as in the numerical output: aluminium is atom 1, and atoms 2 and 6 are two of the carbons. Let s and t be the vectors from aluminium to atoms 2 and 6. Delete all three components on aluminium, together with

p = F₂y, q = F₂z, w = F₆z.

Let T be the torque about aluminium from all the retained components. The deleted components on the carbons contribute

s × (0, p, q) = (s_y q − s_z p, −s_x q, s_x p),

t × (0, 0, w) = (t_y w, −t_x w, 0).

Zero total torque therefore requires

−s_z p + s_y q + t_y w = −T_x,

−s_x q − t_x w = −T_y,

s_x p = −T_z.

Expanding the determinant along the last equation gives

D = s_x [s_y(−t_x) − t_y(−s_x)] = s_x (s_x t_y − s_y t_x).

If D is nonzero, the third equation gives p and the second gives q in terms of w:

p = −T_z/s_x, q = (T_y − t_x w)/s_x.

Insert both into the first equation and multiply by s_x:

s_z T_z + s_y T_y − s_y t_x w + s_x t_y w = −s_x T_x.

Hence

w = −(s·T)/(s_x t_y − s_y t_x).

The force on aluminium is then minus the sum of all the other forces. The choice fails when D = 0, for example when s has no x component. A different set of six must then be deleted, and one swap can be enough: for s_x = 0, deleting F₂x in place of F₂y gives a determinant of magnitude s_y²|t_x|; the count of 33 is unaffected.

The forces for the example come from restricted Hartree–Fock theory in the minimal STO-3G basis. The energy is −9701.08 eV (−356.508 hartree). From the tabulated coordinates,

s = (1.8987, −0.0250, 0.0276) Å,

t = (−0.9474, 1.6301, −0.0510) Å,

D = 1.8987 × [1.8987 × 1.6301 − (−0.0250)(−0.9474)] = 5.83 Å³.

The retained components on the three methyl groups, taken in the order of the table, give

T_z = −1.490 − 0.049 − 0.083 = −1.622 eV.

Therefore

p = 1.622/1.8987 = 0.854 eV/Å,

in agreement with the directly computed F₂y. For aluminium, the x components on the three methyl groups sum to −0.0196, −0.1077 and 0.9765 eV/Å, so that

F₁x = −(−0.0196 − 0.1077 + 0.9765) = −0.849 eV/Å,

again the direct value. With unrounded input, the largest error among the six recovered components is 1.2 × 10⁻⁶ eV/Å.

**What the count assumes about the labels**

The derivation needs forces that are derivatives of one invariant energy. The Hartree–Fock forces meet this closely: their net force is 1.1 × 10⁻¹² eV/Å and their net torque 1.2 × 10⁻⁶ eV. Along a random direction in the 39-dimensional space, the analytic force and minus the slope of the energy, obtained from energy differences, are both 0.0225 eV/Å.

For comparison, forces were also computed with the PBE density functional, in a program that integrates numerically on grids attached to the atoms. These forces omit the change of the grid as atoms move, and the grid directions stay fixed in space when the molecule turns. The six relations then hold only approximately. With 15 radial and 50 angular points per atom, the net force is 0.53 eV/Å. With 30 and 110 points it falls to 0.011 eV/Å, and the net torque falls from 0.41 to 0.039 eV.

A model whose forces are the gradient of an invariant energy cannot reproduce the part of the labels that lies in U. A model that predicts forces directly, without an energy, need not obey the six relations even if its forces turn with the molecule, and it can absorb this part. On the coarse grid this part has norm 0.162 eV/Å over all 39 components, and the best fit by the 200 trial energies leaves a residual of the same 0.162 eV/Å. Most of it comes from the net force: a uniform force pattern with total 0.53 eV/Å has norm 0.53/√13 = 0.15 eV/Å. The six extra numbers in such data are integration error, not additional information about the molecule. The other 33 directions can contain integration error too, which the six relations cannot reveal; small net force and torque alone do not prove that the forces are accurate.

The values of the labels depend on the electronic method, although their number does not. From Hartree–Fock to PBE on the finer grid, the root-mean-square change of a force component is 0.47 eV/Å. Hartree–Fock omits correlation, PBE approximates exchange and correlation, and both calculations use a minimal basis, so neither set of forces should be taken as an accurate reference.

**Variation 1: a symmetric geometry**

*How many labels does the undistorted structure supply?* It has C₃h symmetry: a threefold axis z through aluminium and a mirror plane containing aluminium, the carbons and one hydrogen of each methyl group.

The forces must share this symmetry. The force on aluminium is zero, since no nonzero vector is unchanged by both the threefold rotation and the reflection. In one methyl group, the carbon and the in-plane hydrogen have two components each. One out-of-plane hydrogen has three, and reflection fixes the force on its partner. The threefold rotation fixes the other two groups. This leaves

2 + 2 + 3 = 7 components.

Symmetry already makes the net force and the x and y torques vanish. It permits a torque about z, so zero torque supplies one further relation:

7 − 1 = 6 independent force components.

With the energy there are 7 labels. The trial energies give the same ranks, 6 and 7.

The random distortion raises the force count from 6 to 33. For a fixed set of trial energies the singular values vary continuously with geometry, so the 27 additional ones tend to zero as the distortion is removed. Very close to symmetry, the additional labels exist but can be hidden by noise. The rank counts directions; it does not measure how strongly the data determine them.

**Variation 2: surroundings**

*What changes if the molecule is not isolated?* Consider first a second molecule, displaced by about 4.5 Å. Translation and rotation leave the energy unchanged only when both molecules move together. The pair has 78 force components and six relations, hence 72 independent components. The forces on either molecule need no longer sum to zero, because the neighbour can take up the opposite force and torque. The trial energies give rank 72 for the pair and rank 39 for the first molecule alone. The sine functions do not decay with distance, so they give rank 39 even for a neighbour 35 nm away; how much the six extra directions matter depends on the strength of the real interaction.

Now place one neutral molecule in a uniform electric field 𝓔. Translation still leaves the energy unchanged, so the net force is zero. Rotating the molecule by b has the same effect on the energy as rotating the field by −b. With the dipole moment μ = −∂E/∂𝓔,

δE = −μ·(−b × 𝓔) = μ·(b × 𝓔) = −b·(μ × 𝓔).

The work of the forces also gives δE = −b·Σ_i r_i × F_i. Comparison yields

Σ_i r_i × F_i = μ × 𝓔.

The torque component along the field is still zero, whatever the value of μ. The two components perpendicular to the field are constraints only if μ is known, and they are in general no longer zero. The distorted molecule has a Hartree–Fock dipole of 0.0609 e Å in the minimal basis. This value is not converged: the 6-31G* and def2-SVP bases give 0.069 and 0.071 e Å, 13 to 16 % more, so the torques below are order-of-magnitude values for the real molecule. For a field of 1 MV/cm = 0.01 V/Å perpendicular to it,

0.0609 × 0.01 = 6.1 × 10⁻⁴ eV.

The torque from energy differences on rotating the molecule is also 6.1 × 10⁻⁴ eV.

For a precursor vapour, 1 Torr and 400 K are rough working values. The mean spacing is then

(k_B T/P)^(1/3) = 35 nm.

For a neighbour with the same dipole at that distance, the dipole–dipole torque is at most 2.6 × 10⁻⁹ eV, and the quadrupole moments raise the largest torque only to about 3 × 10⁻⁹ eV, so the isolated-molecule count is a good description of a single Al(CH₃)₃ molecule between collisions. The 1 MV/cm field is a chosen value and does not describe the vapour; the 0.05 Å distortion is likewise chosen and is not a thermal sample.

Isolation itself can also fail in real use. Trimethylaluminium can form the dimer Al₂(CH₃)₆, favoured by low temperature and high pressure; its 26 atoms supply 72 independent force components at a generic geometry. A molecule adsorbed on a surface exchanges force and torque with the solid, so its own 39 components are no longer tied by the six relations.

Table of computed values

```
atoms: 13  force components: 39
independent constraints: 6  collinear: 5
trial potentials: 200
rank, forces only: 33  with energy: 34
singular value 33 / largest: 1.70e-03
singular value 34 / largest: 1.01e-16
C3h rank, forces: 6  with energy: 7
C3h force count from group projection: 6.000000
close pair rank, all: 72  one member: 39
random displacement per coordinate: 0.05 angstrom
HF/STO-3G energy: -9701.0768 eV = -356.507998 hartree
atom | x y z (angstrom) | Fx Fy Fz (eV/angstrom)
 1 Al   0.0026   0.0234  -0.0073 |  -0.8492  -2.2082   0.2318
 2 C    1.9013  -0.0016   0.0203 |   1.1449   0.8541   2.2262
 3 H    2.3031   1.0440   0.0622 |  -0.3240  -1.5945  -0.0858
 4 H    2.4077  -0.5926   0.8406 |  -1.2561   1.2069  -1.0644
 5 H    2.2735  -0.4599  -0.8588 |   0.4156  -0.2248  -1.2759
 6 C   -0.9448   1.6535  -0.0583 |  -2.5456   0.0599   6.1791
 7 H   -2.0626   1.5304  -0.0427 |   1.6867  -0.1887   0.1380
 8 H   -0.7253   2.3278   0.9008 |  -0.4107  -2.0120  -3.3669
 9 H   -0.7844   2.1899  -0.9023 |   1.1619   2.3937  -2.9992
10 C   -0.9718  -1.7104  -0.0214 |  -1.8872   3.0965  -1.2006
11 H   -0.3223  -2.5165  -0.0026 |   1.6661  -1.9224  -0.0721
12 H   -1.6156  -1.8306   0.8583 |   0.1122   0.2341  -0.6159
13 H   -1.6136  -1.8323  -0.9523 |   1.0854   0.3054   1.9058
HF net force: 1.07e-12 eV/angstrom
HF net torque about Al: 1.20e-06 eV
directional force, analytic: 0.02248 eV/angstrom
directional force, differences: 0.02248 eV/angstrom
elimination determinant: 5.8316 angstrom^3
recovered Al x: -0.8492; direct: -0.8492 eV/angstrom
recovered Al y: -2.2082; direct: -2.2082 eV/angstrom
recovered Al z: 0.2318; direct: 0.2318 eV/angstrom
recovered C(2) y: 0.8541; direct: 0.8541 eV/angstrom
recovered C(2) z: 2.2262; direct: 2.2262 eV/angstrom
recovered C(6) z: 6.1791; direct: 6.1791 eV/angstrom
largest recovery error: 1.21e-06 eV/angstrom
HF dipole: 0.0609 e angstrom
field: 1.0 MV/cm
field torque, mu x E: 6.1195e-04 eV
field torque, energy differences: 6.1170e-04 eV
gas: 1.0 Torr, 400 K; mean spacing: 34.6 nm
largest neighbour dipole torque: 2.58e-09 eV
PBE coarse grid (15 x 50 points per atom): net force 5.32e-01 eV/angstrom, torque 4.13e-01 eV
PBE coarse grid: rigid force norm 1.62e-01 eV/angstrom
PBE finer grid (30 x 110 points per atom): net force 1.06e-02 eV/angstrom, torque 3.87e-02 eV
PBE finer grid: rigid force norm 5.72e-03 eV/angstrom
fit residual, PBE coarse grid: 1.62e-01 eV/angstrom
rms force change, HF to PBE: 0.4724 eV/angstrom
```
